# Strain as opposite vector potentials in graphene's two valleys

## 1. An estimate that misses the effect

Suppose a graphene sheet is stretched in some directions and compressed in others, with no net change of area. A first estimate keeps each Dirac cone at its corner of the Brillouin zone and corrects the velocity through the average hopping. To first order that average does not change, so the estimate predicts the unstrained spectrum, with a density of states that vanishes at zero energy.

For a suitable strain pattern this is badly wrong. In a lattice calculation described in section 7, the low-energy density of states near the centre of a strained flake gathers into separate levels, of which the lowest three were examined. One lies at zero energy, with weight 0.003985 on a site of one sublattice and none, to the printed digits, on the other. The next lies at 0.147 of the hopping energy. There is no magnet in the calculation. The estimate averages over the three bonds, while the effect comes from their differences.

## 2. The simplest case: one altered bond

Take the nearest-neighbour model with real hopping, bond length $a$, and $x$ along a zigzag row. The bonds from an A atom to its B neighbours are

$$\delta_1=a(0,1),\quad \delta_2=a\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad \delta_3=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right).$$

With hopping amplitudes $-t_n$, the Bloch Hamiltonian has zero diagonal and

$$H_{AB}(k)=-\sum_n t_n e^{ik\cdot\delta_n},\qquad H_{BA}=H_{AB}^*.$$

The energies are $\pm|H_{AB}|$, so a cone sits where $H_{AB}=0$. Hartree atomic units are used, with $\hbar=1$.

The valleys $\xi=\pm1$ lie at $K=\xi(4\pi/(3\sqrt3a),0)$. There $K\cdot\delta_1=0$, $K\cdot\delta_2=-2\pi\xi/3$ and $K\cdot\delta_3=2\pi\xi/3$. The three phase factors are therefore

$$1,\quad \omega^*,\quad \omega,\qquad \omega=-\tfrac12+i\xi\tfrac{\sqrt3}{2}.$$

Their sum is zero, so equal hoppings $t_n=t$ give a cone at $K$. For $k=K+q$ the linear term needs the vector $S=\sum_n e^{iK\cdot\delta_n}\delta_n$:

$$S_x=\tfrac{\sqrt3}{2}a(\omega-\omega^*)=\tfrac32 i\xi a,\qquad
S_y=a-\tfrac a2(\omega+\omega^*)=\tfrac32a.$$

Hence

$$H_{AB}(K+q)=-it\,q\cdot S=v(\xi q_x-iq_y),\qquad v=\tfrac32ta.$$

Now change $t_1$ alone, by $\delta t_1$. Its phase at $K$ is 1, so $H_{AB}$ gains $-\delta t_1$, and the zero moves to

$$q=\xi\left(\frac{\delta t_1}{v},0\right).$$

For small $\delta t_1$ the cone is displaced, not opened, and the two valleys move in opposite directions. (A zero of $H_{AB}$ needs $t_1\le t_2+t_3$, so a gap opens only beyond $t_1=2t$.)

As a limit, change all three hoppings equally. The added term is $-\delta t(1+\omega+\omega^*)=0$: the cone stays put and only $v$ changes.

## 3. Three altered bonds

For general small changes, the added term at $K$ is

$$\delta H_{AB}=-\delta t_1-\omega^*\delta t_2-\omega\,\delta t_3
=-\delta t_1+\tfrac12(\delta t_2+\delta t_3)+i\xi\tfrac{\sqrt3}{2}(\delta t_2-\delta t_3).$$

Products $\delta t_n q$ are second order and are dropped. Compare this with a cone displaced by $\xi A$:

$$v[\xi(q_x-\xi A_x)-i(q_y-\xi A_y)]
=v(\xi q_x-iq_y)-vA_x+i\xi vA_y,$$

where $\xi^2=1$ was used. Matching real and imaginary parts gives

$$A_x=\frac{\delta t_1-\frac12(\delta t_2+\delta t_3)}{v},\qquad
A_y=\frac{\sqrt3}{2}\,\frac{\delta t_2-\delta t_3}{v}. \tag{1}$$

Neither component contains $\xi$, so the sign of the valley stands entirely in front of $A$. Time reversal requires this: for real hoppings $H_{AB}(-k)=H_{AB}(k)^*$, and a zero at $K+q$ implies another at $-K-q$.

## 4. From bond lengths to strain

Let the atoms be displaced by a smooth in-plane field $u(r)$, followed by both sublattices. With $G_{ij}=\partial_ju_i$, a bond becomes $\delta_n+G\delta_n$. Its squared length is $a^2+2\delta_n\cdot G\delta_n$ to first order, so its relative elongation is

$$\varepsilon_n=\frac{\delta_n\cdot G\delta_n}{a^2}
=\frac{1}{a^2}\sum_{ij}\delta_{n,i}\,u_{ij}\,\delta_{n,j},\qquad
u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i).$$

The antisymmetric part of $G$, a small rotation, cancels in the quadratic form. Inserting the bonds,

$$\varepsilon_1=u_{yy},\qquad
\varepsilon_{2,3}=\tfrac34u_{xx}+\tfrac14u_{yy}\pm\tfrac{\sqrt3}{2}u_{xy},$$

with the upper sign for bond 2. Their sum is $\frac32(u_{xx}+u_{yy})$, which confirms that the average hopping is blind to a strain without area change.

Assume that hopping depends on bond length only, and define $\beta=-d\ln t/d\ln a$, which is positive when stretching weakens a bond. Then $\delta t_n=-\beta t\varepsilon_n$. With $t/v=2/(3a)$, equation (1) gives

$$A_x=-\frac{2\beta}{3a}\left[u_{yy}-\tfrac34u_{xx}-\tfrac14u_{yy}\right]=\frac{\beta}{2a}(u_{xx}-u_{yy}),$$

$$A_y=-\frac{2\beta}{3a}\,\frac{\sqrt3}{2}\,\sqrt3\,u_{xy}=-\frac{\beta}{a}u_{xy}.$$

Together,

$$\boxed{A=\frac{\beta}{2a}\,(u_{xx}-u_{yy},\,-2u_{xy}),\qquad q_{\rm cone}=\xi A.} \tag{2}$$

The components refer to $x$ along zigzag, and the Bloch phases keep the undeformed bonds (material coordinates; section 5 treats the laboratory frame). Isotropic stretching gives $A=0$, in agreement with the equal-bond limit.

**Size of the neglected terms.** Take round parameters of graphene's size: $t=0.1$ hartree, $a=2.7$ bohr, $\beta=3$, and hopping $t\exp[-\beta(d/a-1)]$ at distance $d$. For $u_{xx}=0.01$ alone, equation (2) gives

$$A_x=\frac{3}{2\times2.7}\times0.01=0.00556\ \text{bohr}^{-1}.$$

With hoppings taken from the deformed bond lengths and phases from the undeformed bonds, the zero is shifted to $\pm0.00565$ bohr$^{-1}$ in the two valleys, 1.6 % farther out. For $u_{xy}=0.01$ alone, the formula gives $(0,-0.01111)$ bohr$^{-1}$, while the cone of valley $+1$ lies at $(-0.00036,-0.01112)$. The unpredicted $x$ component is 3 % of $|A|$. Corrections of relative order $\beta\times0.01=0.03$ are to be expected from a first-order theory. At strains up to $10^{-5}$, the linear Hamiltonian was tested against the Bloch sum for random deformations, rotations included; the largest error was $7\times10^{-10}\,t$.

**If the sublattices shift relative to each other.** A strained cell may relax, moving B relative to A by a vector $w$. Threefold symmetry restricts it. Under a rotation by $\alpha$, the combination $D=u_{xx}-u_{yy}+2iu_{xy}$ acquires $e^{2i\alpha}$, and $w_x+iw_y$ acquires $e^{i\alpha}$. For $\alpha=2\pi/3$ these factors are complex conjugates, so $w_x+iw_y=cD^*$. The mirror $x\to-x$ keeps each sublattice; it takes $w_x+iw_y$ to $-(w_x+iw_y)^*$ and $D$ to $D^*$, which forces $c$ to be imaginary. Writing $c=i\kappa a/2$,

$$w=\frac{\kappa a}{2}(2u_{xy},\,u_{xx}-u_{yy}).$$

The extra elongations are $\eta_n=\delta_n\cdot w/a^2$, so $\eta_1-\frac12(\eta_2+\eta_3)=3w_y/(2a)$ and $\eta_2-\eta_3=-\sqrt3w_x/a$. Equation (1) then adds

$$\Delta A=\frac{\beta}{a^2}(-w_y,\,w_x)=-\kappa A.$$

Relaxation multiplies $A$ by $1-\kappa$ and leaves its form alone. This was tested for $\kappa=0.3$. Below, $\kappa=0$.

## 5. Strain that varies in space

A constant $A$ has no effect on the spectrum of the cone: the factor $e^{i\xi A\cdot r}$ in the wave function removes it. Something new requires $A$ to vary.

Label atoms by their undeformed positions and write $\psi_{A,B}(r)=e^{iK\cdot r}F_{A,B}(r)$, with $F$ smooth on the scale of $a$. The lattice equation on an A site is

$$EF_A(r)=-\sum_n\left[t+\delta t_n\left(r+\tfrac12\delta_n\right)\right]e^{iK\cdot\delta_n}F_B(r+\delta_n).$$

Expand $F_B(r+\delta_n)=F_B+\delta_n\cdot\nabla F_B+\dots$. The term $tF_B$ vanishes because the phases sum to zero. The gradient term is $-tS\cdot\nabla F_B$, which is the earlier linear term with $q\to-i\nabla$. The strain term is $\delta H_{AB}(r)F_B$. The B equation gives the Hermitian conjugate, so

$$H_\xi=v[\xi\Pi_x\sigma_x+\Pi_y\sigma_y],\qquad \Pi=-i\nabla-\xi A(r). \tag{3}$$

The dropped terms contain $\delta t_n\delta_n\cdot\nabla F$, $\delta_n\cdot\nabla\delta t_n\,F$, or second derivatives of $F$. Equation (3) therefore needs small strain, slow variation of the strain, and energies well below $t$. Strain varying on the atomic scale can also mix the valleys, which (3) excludes.

**Laboratory coordinates.** Measured with the deformed bonds, the phase is $k\cdot(1+G)\delta_n$, so a zero at $K+q$ in material coordinates appears at

$$k=(1+G^T)^{-1}(K+q)\approx K+q-G^TK.$$

The additional shift has components $-\sum_j(\partial_iu_j)K_j=-\partial_i(K\cdot u)$. It is a gradient and has no curl. The cone's position depends on the frame, but the field does not at this order.

**The field.** Define $b=\partial_xA_y-\partial_yA_x$. From (2),

$$b=\frac{\beta}{2a}\left[-2\partial_xu_{xy}-\partial_y(u_{xx}-u_{yy})\right]
=\frac{\beta}{2a}\left[\partial_y^2u_y-\partial_x^2u_y-2\partial_x\partial_yu_x\right]. \tag{4}$$

Valley $\xi$ experiences $\xi b$. A displacement quadratic in the coordinates gives a uniform $b$, possibly zero. For example, $u=(cxy,0)$ gives $b=-\beta c/a$. Holding this shape needs a force throughout the sheet, however. In an isotropic elastic sheet with Lamé constants $\lambda,\mu$, the internal force density is

$$\mu\nabla^2u+(\lambda+\mu)\nabla(\nabla\cdot u),$$

which here equals $(\lambda+\mu)(0,c)$.

## 6. Triaxial strain and its orientation

The pattern

$$u=C(2xy,\;x^2-y^2)$$

has $\nabla\cdot u=2Cy-2Cy=0$ and $\nabla^2u=0$. Both terms of the elastic force vanish, so forces at the edge suffice. In complex form, with $z=x+iy=re^{i\theta}$,

$$u_x+iu_y=iC(z^*)^2,\qquad u_r+iu_\theta=e^{-i\theta}(u_x+iu_y)=Cr^2(\sin3\theta+i\cos3\theta).$$

For $C>0$ the sheet is pulled outward at $30^\circ$, $150^\circ$ and $270^\circ$. These are the directions $-\delta_n$, along the bond axes.

The strains are $u_{xx}=2Cy$, $u_{yy}=-2Cy$ and $u_{xy}=2Cx$, with principal values $\pm2Cr$. Therefore

$$A=\frac{2\beta C}{a}(y,-x),\qquad b=-\frac{4\beta C}{a}. \tag{5}$$

The strain grows with radius while the field is uniform to first order in the strain; the neglected terms grow toward the rim.

The orientation matters. Turning the pattern by $\varphi$ while the lattice stays fixed replaces $z$ by $ze^{-i\varphi}$ and multiplies the displacement vector by $e^{i\varphi}$:

$$u_x+iu_y=e^{3i\varphi}\,iC(z^*)^2
=\cos3\varphi\;iC(z^*)^2-\sin3\varphi\;C(z^*)^2.$$

The last part is $\sin3\varphi$ times the displacement $C(y^2-x^2,\,2xy)$, for which each second derivative in (4) is zero. Thus

$$b=-\frac{4\beta C}{a}\cos3\varphi. \tag{6}$$

At $30^\circ$ the sheet is strained as strongly as before, yet there is no field. At $60^\circ$ the field is reversed. So triaxial strain gives a non-zero uniform field unless its pulls are perpendicular to the bonds.

Equation (6) was tested by finding cone positions from deformed bonds around closed loops and dividing the circulation by the area. Two loop positions, both valleys and both frames were used. Relative to (5), the mean fields at $0^\circ$, $10^\circ$, $30^\circ$ and $60^\circ$ were $1.0000$, $0.8660$, $0.0000$ and $-1.0000$.

## 7. Landau levels without a magnet

Square equation (3), using $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$:

$$H_\xi^2=v^2\left(\Pi_x^2+\Pi_y^2+i\xi\sigma_z[\Pi_x,\Pi_y]\right).$$

The commutator is $[\Pi_x,\Pi_y]=i\xi(\partial_xA_y-\partial_yA_x)=i\xi b$. The valley sign now occurs twice and cancels:

$$H_\xi^2=v^2(\Pi^2-\sigma_zb). \tag{7}$$

For uniform $b$, $\Pi_x$ and $\Pi_y$ behave like an oscillator's position and momentum with $\hbar$ replaced by $|b|$. So $\Pi^2$ has eigenvalues $|b|(2N+1)$, $N=0,1,\dots$, and subtracting $\sigma_zb=\pm|b|$ gives

$$E_n=\pm v\sqrt{2n|b|},\qquad n=0,1,2,\dots$$

Both signs occur for $n\ge1$ because $\sigma_zH_\xi\sigma_z=-H_\xi$. The zero level needs $N=0$ and $\sigma_z$ equal to the sign of $b$. For $C>0$, $b<0$, and the zero level lies on sublattice B in both valleys. A direct check is the function $F_B=e^{-|b|r^2/4}$. With $A=\frac{|b|}2(y,-x)$, the operator acting on it is

$$\xi\Pi_x-i\Pi_y=-i\xi\partial_x-\partial_y-\tfrac{|b|}{2}y-\tfrac{i\xi|b|}{2}x.$$

The derivatives produce $+\frac{i\xi|b|}{2}x+\frac{|b|}{2}y$ times $F_B$, and everything cancels for either $\xi$.

**Contrast with a real magnetic field.** For electrons of charge $-1$, a real vector potential $\mathcal A$ enters both valleys as $\Pi=-i\nabla+\mathcal A$. With $B$ the curl of $\mathcal A$, $[\Pi_x,\Pi_y]=-iB$, and the square is $v^2(\Pi^2+\xi\sigma_zB)$. Here $\xi$ survives, so the zero levels of the two valleys occupy opposite sublattices.

**Number of states.** Without a field, and ignoring spin, one sublattice component of one valley has $\pi Q^2/(2\pi)^2=Q^2/(4\pi)$ plane waves per area with $q^2<Q^2$. The field gathers them into levels of $\Pi^2$ spaced by $2|b|$. Ladder operators connect the levels, so they are equally degenerate, and matching the count at large $Q$ gives $|b|/(2\pi)$ states per area and valley. With cell area $3\sqrt3a^2/2$ and two valleys, the zero level's weight on one B site is

$$g=2\,\frac{|b|}{2\pi}\,\frac{3\sqrt3a^2}{2}.$$

For $n\ge1$, the levels at $+E_n$ and $-E_n$ together put $g$ on each A site and each B site.

**Lattice test.** A round flake of 26,688 atoms has radius $105a$ and $C=0.0004/a$, so $|b|=4\times3\times0.0004/a^2=0.0048/a^2$. The magnetic length $\ell=|b|^{-1/2}$ is $14.4a$, and $g=0.00397$. Hoppings follow from the distances between displaced atoms, and the spectrum is that seen from a site next to the centre. The energies are magnitudes, both signs taken together.

| Level | Formula ($t$) | A site ($t$) | B site ($t$) |
|---|---|---|---|
| 1 | 0.1470 | 0.1470 | 0.1472 |
| 2 | 0.2078 | 0.2082 | 0.2085 |

The zero level has weight 0.003985 on the B site and 0.000000 on the A site. The weights of levels 1 and 2 exceed $g$ by between 0.8 and 2.9 %. I conjecture that terms beyond first order that involve the strain cause this small excess; the separate terms were not isolated. With the strain removed and a real field of equal strength applied, the zero-level weight is 0.001985 on each sublattice, which is $g/2$.

The field description also needs room. In a disc of radius $73a$, or $5.1\ell$, with the same $C$, the B site also sees weight between the levels. Counting everything in the window $|(E/E_1)^2-2|<\frac12$ around level 2, the energy spread rises from $0.0002t$ to $0.0063t$ and the weight is 15 % above $g$. These two numbers depend on the window, because it also collects the weight lying between the levels. They do not measure the width of level 2 itself, which remains a narrow peak. Since the strain near the centre is the same, the difference comes from the missing outer ring and the closer rim.

## 8. A gently strained disc

Let a disc have radius $R=2000$ bohr and principal strain $\varepsilon_R=0.01$ at its rim. Since $\varepsilon_R=2CR$,

$$C=\frac{0.01}{2\times2000}=2.5\times10^{-6}\ \text{bohr}^{-1},$$

$$|b|=\frac{4\times3\times2.5\times10^{-6}}{2.7}=1.11\times10^{-5}\ \text{a.u.},$$

equivalent to 2.6 T for $\kappa=0$; sublattice relaxation would multiply the field by $1-\kappa$. The magnetic length is 300 bohr, and

$$E_1=0.405\sqrt{2\times1.11\times10^{-5}}=1.91\times10^{-3}\ \text{hartree}=52\ \text{meV}.$$

In general $|b|=2\beta\varepsilon_R/(aR)$: at fixed rim strain a smaller disc has a stronger field. It also has less room for the levels, because

$$\frac R\ell=\sqrt{\frac{2\beta\varepsilon_RR}{a}},$$

which is 6.7 here and falls as $R$ shrinks. Keeping $R/\ell$ fixed means keeping $\varepsilon_RR$ fixed, so well-formed levels in small discs demand large strain, where the first-order theory loses accuracy. In the opposite limit, $R\to\infty$ at fixed $\varepsilon_R$, the field goes to zero and the strain near any one point becomes uniform, which is the constant $A$ that section 5 removed by a phase.

The full numerical output follows.

## Values computed for the example and the checks

```
hopping t = 0.100 hartree
bond length a = 2.700 bohr
beta = 3.00
velocity v = 0.4050 a.u.
largest error of linear H_AB, strains 1e-5: 7.2e-10 t
u_xx=0.01: formula A = (0.005556, 0.000000) 1/bohr
  valley +1: cone shift (0.005647, 0.000000) 1/bohr
  valley -1: cone shift (-0.005647, 0.000000) 1/bohr
u_xy=0.01: formula A = (0.000000, -0.011111) 1/bohr
  valley +1: cone shift (-0.000361, -0.011123) 1/bohr
  valley -1: cone shift (0.000361, 0.011123) 1/bohr
curl A from cone circulation / (-4 beta C/a):
  pattern turned by  0 deg: +1.0000  (cos 3phi = +1.0000)
  pattern turned by 10 deg: +0.8660  (cos 3phi = +0.8660)
  pattern turned by 30 deg: -0.0000  (cos 3phi = +0.0000)
  pattern turned by 60 deg: -1.0000  (cos 3phi = -1.0000)
disc radius = 2000 bohr, rim principal strain = 0.01
disc C = 2.500e-06 1/bohr
disc |curl A| = 1.1111e-05 a.u. = 2.612 T
disc magnetic length = 300.0 bohr
disc E_1 = 1.9092e-03 hartree = 51.95 meV
flake: 26688 atoms, radius 105 a, C = 0.0004 1/a
flake rim principal strain = 0.0840
flake |curl A| = 0.0048 1/a^2 = 154.8 T
flake magnetic length = 14.434 a, radius = 7.27 magnetic lengths
Landau weight per site, formula = 0.003970
zero level, weight on A site = 0.000000, on B site = 0.003985
level 1, site A: E = 0.1470 t (formula 0.1470 t), spread 0.0000 t, weight 0.004002
level 1, site B: E = 0.1472 t (formula 0.1470 t), spread 0.0001 t, weight 0.004033
level 2, site A: E = 0.2082 t (formula 0.2078 t), spread 0.0001 t, weight 0.004051
level 2, site B: E = 0.2085 t (formula 0.2078 t), spread 0.0002 t, weight 0.004085
smaller disc, radius 73 a = 5.06 magnetic lengths:
  level 1, site B: E = 0.1475 t, spread 0.0023 t, weight 0.004077
  level 2, site B: E = 0.2118 t, spread 0.0063 t, weight 0.004552
real field of equal strength; half Landau weight = 0.001985
  zero-level weight on A site = 0.001985
  zero-level weight on B site = 0.001985
```
